\section*{Tunnelling Splittings of CH3 and CD3 Rotors on a Threefold Barrier}

\section{Problem}

A methyl ligand turns about the bond that joins it to a fixed frame. The angle $\phi$ measures the rotation from a potential minimum, and the top is rigid. Its Hamiltonian is
\begin{equation}
H=-F\frac{d^2}{d\phi^2}+\frac V2(1-\cos3\phi),\qquad F=\frac{\hbar^2}{2I},
\label{H}
\end{equation}
with $\psi(\phi+2\pi)=\psi(\phi)$ and $V=400\ \mathrm{cm^{-1}}$. Take tetrahedral angles and a bond length $r=1.09$ \AA\ for both CH$_3$ and CD$_3$, so that only the mass $m$ of the three outer atoms changes. Energies are in wavenumbers and splittings in MHz; $1\ \mathrm{cm^{-1}}$ corresponds to $29979.25$ MHz.

\begin{enumerate}
\item Find $F$ for both tops.
\item Show that the ground torsional level consists of a singlet A below a doublet E, and compute $\Delta=E_E-E_A$ for each top.
\item Derive a formula for $\Delta$ when the barrier is high compared with $F$.
\item Show that deuteration reduces $\Delta$ more than tenfold, and explain the size of the reduction.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Each outer atom enters $I$ only through its mass and its distance from the axis.
\item The potential repeats after $2\pi/3$. Which plane waves $e^{im\phi}$ does it connect?
\item Start from a state localized in one well. Near the minimum it is a Gaussian; under the barrier write it as $Ae^{-S}$, with $S$ varying rapidly and $A$ slowly.
\item Give the localized states Bloch phases and add the tails of neighbouring wells at each barrier top. Compare the resulting state with one localized state by Green's identity over a single well.
\item In the isotope ratio, separate the power of $F$ from the exponential.
\end{enumerate}

\section{Solution}

\subsection{Rotational constants}

The tetrahedral angle $\beta$ has $\cos\beta=-1/3$, hence $\sin^2\beta=8/9$. Each outer atom lies at a distance $r\sin\beta$ from the axis, and
\begin{equation}
I=3mr^2\sin^2\beta=\tfrac83mr^2 .
\end{equation}
This gives $I_H=3.1931$ and $I_D=6.3812\ \mathrm{u\,\AA^2}$. Dividing $\hbar^2/(2I)$ by $hc$ to obtain wavenumbers,
\begin{equation}
F_H=5.2795\ \mathrm{cm^{-1}},\qquad F_D=2.6418\ \mathrm{cm^{-1}}.
\end{equation}

\subsection{Symmetry and numerical levels}

Since $H$ is unchanged by a rotation through $2\pi/3$, its eigenstates can be chosen to obey $\psi(\phi+2\pi/3)=e^{i\theta}\psi(\phi)$. Three such rotations restore the original angle, so $e^{3i\theta}=1$ and $\theta=0,\pm2\pi/3$.

In plane waves, $\cos3\phi=(e^{3i\phi}+e^{-3i\phi})/2$ connects $m$ only with $m\pm3$. With $m=3k+\sigma$ and $\sigma=0,\pm1$, the matrix elements are
\begin{equation}
H_{kk}=F(3k+\sigma)^2+\frac V2,\qquad H_{k,k\pm1}=-\frac V4 .
\end{equation}
The reflection $\phi\to-\phi$ exchanges $\sigma=1$ and $\sigma=-1$, which therefore have equal energies: these are the E states. The block $\sigma=0$ gives the A states. The ground state of this one-dimensional Hamiltonian is nondegenerate and can be chosen positive. A rotation through $2\pi/3$ must return the same positive function, so its phase is $\theta=0$, and A lies lowest.

Diagonalization with $k=-12,\ldots,12$ gives, in cm$^{-1}$,
\begin{align}
\mathrm{CH_3}:\quad &E_A=65.806532,\quad E_E=65.815961,\\
\mathrm{CD_3}:\quad &E_A=47.224336,\quad E_E=47.224403 .
\end{align}
The differences, converted before rounding, are
\begin{equation}
\Delta_H=282.7\ \mathrm{MHz}=1.17\ \mu\mathrm{eV},\qquad
\Delta_D=2.007\ \mathrm{MHz}=0.0083\ \mu\mathrm{eV}.
\end{equation}
As a test, the differential equation was integrated directly over one period and the energy adjusted until the Bloch condition held. This also gave 282.7 and 2.007 MHz.

\subsection{The localized state}

Define $g=\sqrt{V/F}$. Near $\phi=0$ the potential is $9V\phi^2/4$. For $w\propto e^{-\alpha\phi^2/2}$ we have $w''=(\alpha^2\phi^2-\alpha)w$. Cancelling the $\phi^2$ terms in $Hw=E_0w$ requires $F\alpha^2=9V/4$, so
\begin{equation}
\alpha=\frac{3g}{2},\qquad E_0=F\alpha=\frac32\sqrt{FV}.
\end{equation}

To continue $w$ under the barrier, use $(1-\cos3\phi)/2=\sin^2(3\phi/2)$ and put $w=Ae^{-S}$. Then
\begin{equation}
w''=(A''-2S'A'-S''A+S'^2A)e^{-S}.
\end{equation}
After division by $F$, the equation $(H-E_0)w=0$ becomes
\begin{equation}
-A''+2S'A'+S''A-S'^2A+g^2\sin^2\!\frac{3\phi}{2}\,A-\frac{3g}{2}A=0 .
\end{equation}
The choice $S'=g\sin(3\phi/2)$ removes the terms of order $g^2$. The remaining terms are of order $g$, except $A''$, which is of order one and is dropped. Since $S''=(3g/2)\cos(3\phi/2)$,
\begin{equation}
\frac{A'}A=\frac34\,\frac{1-\cos(3\phi/2)}{\sin(3\phi/2)}
=\frac34\tan\frac{3\phi}{4}.
\end{equation}
Integration gives $A\propto\sec(3\phi/4)$ and $S=(2g/3)[1-\cos(3\phi/2)]$. For small $\phi$, $S\approx3g\phi^2/4=\alpha\phi^2/2$, so this function joins the Gaussian and takes over its normalization:
\begin{equation}
w(\phi)=\left(\frac{\alpha}{\pi}\right)^{1/4}\sec\frac{3\phi}{4}\,
\exp\!\left[-\frac{2g}{3}\left(1-\cos\frac{3\phi}{2}\right)\right].
\label{w}
\end{equation}
The secant diverges at the next minimum, $\phi=2\pi/3$, where the approximation fails. We need $w$ only as far as the barrier top, $b=\pi/3$. There
\begin{equation}
w_b=\sqrt2\left(\frac{\alpha}{\pi}\right)^{1/4}e^{-2g/3},\qquad
\frac{w'_b}{w_b}=-g+\frac34\approx-g .
\end{equation}

\subsection{From one well to three}

For Bloch phase $\theta$, the state is close to $w(\phi)$ in the central well and to $e^{\pm i\theta}w(\phi\mp2\pi/3)$ in the wells on either side. Near a barrier top the tails from the two adjoining wells are equally important and must be added:
\begin{equation}
\psi_\theta(\phi)\approx w(\phi)+e^{\pm i\theta}w(\phi\mp2\pi/3)
\qquad\text{near }\phi=\pm b .
\end{equation}
This sum is used only near the barrier tops, so no tail is continued to the next minimum, where (\ref{w}) fails. Because $w$ is even and $w'$ odd,
\begin{align}
\psi_\theta(b)&=w_b(1+e^{i\theta}),&
\psi'_\theta(b)&=w'_b(1-e^{i\theta}),\\
\psi_\theta(-b)&=w_b(1+e^{-i\theta}),&
\psi'_\theta(-b)&=w'_b(-1+e^{-i\theta}).
\end{align}
Multiply $H\psi_\theta=E_\theta\psi_\theta$ by $w$, multiply $Hw=E_0w$ by $\psi_\theta$, subtract, and integrate over the central well. The potential cancels:
\begin{equation}
(E_\theta-E_0)\int_{-b}^{b}w\psi_\theta\,d\phi
=-F\left[w\psi'_\theta-\psi_\theta w'\right]_{-b}^{b}.
\end{equation}
The integral is close to one, because $\psi_\theta\approx w$ where $w$ is large. The bracket equals $-2e^{i\theta}w_bw'_b$ at $b$ and $+2e^{-i\theta}w_bw'_b$ at $-b$, a difference of $-4w_bw'_b\cos\theta$. As $w'_b<0$,
\begin{equation}
E_\theta=E_0-2t\cos\theta,\qquad t=2Fw_b|w'_b| .
\label{band}
\end{equation}
A has $\cos\theta=1$ and E has $\cos\theta=-1/2$, so $\Delta=2t+t=3t$. Corrections to $E_0$ common to all three states cancel. Inserting $|w'_b|=gw_b$ and $w_b^2=2\sqrt{\alpha/\pi}\,e^{-4g/3}$,
\begin{equation}
\boxed{\Delta\approx12Fg\sqrt{\frac{3g}{2\pi}}\;e^{-4g/3}}
\label{delta}
\end{equation}
The exponent is the barrier integral between neighbouring minima, $\int_0^{2\pi/3}g\sin(3\phi/2)\,d\phi=4g/3$.

For CH$_3$, $g_H=\sqrt{400/5.2795}=8.7043$ and
\begin{equation}
\Delta_H\approx12(5.2795)(8.7043)\sqrt{\frac{3(8.7043)}{2\pi}}\,
e^{-11.6058}\ \mathrm{cm^{-1}},
\end{equation}
which is 307.1 MHz. For CD$_3$, $g_D=12.3050$, the exponent is $-16.4067$, and the result is 2.124 MHz. Relative to the numerical splittings, the formula is too large by 8.7\% and 5.9\%.

The neglected terms are of relative order $1/g$. At $g=10$, 14 and 18 the numerical splitting is 0.9313, 0.9516 and 0.9627 times the formula; a quadratic extrapolation in $1/g$ gives 0.9997 at infinite $g$. The formula therefore has the right leading behaviour, and its error at this barrier is that of a finite $g$.

\subsection{The isotope ratio}

At fixed $V$, the prefactor of (\ref{delta}) varies as $Fg^{3/2}\propto F^{1/4}$. Hence
\begin{equation}
\frac{\Delta_H}{\Delta_D}\approx
\left(\frac{F_H}{F_D}\right)^{1/4}
e^{4(g_D-g_H)/3}
=1.189\times121.6=144.6 .
\label{ratio}
\end{equation}
The numerical ratio is 140.9, which establishes the claim with a wide margin. The formula lies only 2.6\% above it because both splittings are overestimated and the errors partly cancel. Nearly all of the reduction comes from the exponential: doubling the inertia multiplies $g$ by about $\sqrt2$, and this adds 4.80 to an exponent of 11.61.

The same exponential makes $\Delta$ sensitive to the model. Differentiating the logarithm of (\ref{delta}),
\begin{equation}
\frac{\partial\ln\Delta}{\partial\ln F}=\frac14+\frac{2g}{3},\qquad
\frac{\partial\ln\Delta}{\partial\ln V}=\frac34-\frac{2g}{3}.
\end{equation}
Numerical differentiation gives 6.01 and $-5.01$ for CH$_3$, and 8.42 and $-7.42$ for CD$_3$. A barrier 1\% higher thus lowers the two splittings by about 5\% and 7\%.

\subsection{A methyl ligand on germanium}

A barrier of a few hundred cm$^{-1}$ is reasonable for a methyl group bound to germanium. The value 400 cm$^{-1}$ and the other inputs are model values, not data for a particular compound such as the precursor tetramethylgermanium. Several assumptions can be changed one at a time:
\begin{itemize}
\item With the barrier changed together for both isotopes to 360 or 440 cm$^{-1}$, the ratio becomes 110 or 178. Coupling to neighbouring methyls is not calculated here; this range only shows what a 10\% change in the barrier would do.
\item An added term $(V_6/2)(1-\cos6\phi)$ with $V_6=+8$ or $-8\ \mathrm{cm^{-1}}$ gives 149 or 133.
\item A C--D bond shorter by 0.005 \AA\ gives 130.
\end{itemize}

Temperature limits where the ground splitting applies. Counting each torsional state once, without nuclear-spin weights, the fraction of rotors above the ground A--E group at 300 K is 0.58 for CH$_3$ and 0.68 for CD$_3$. In the first excited level the localized state is odd, which reverses the sign of $\cos\theta$ in (\ref{band}), so E lies below A. There $E_E-E_A$ is about $-10\,050$ MHz for CH$_3$ and $-110$ MHz for CD$_3$. The ground splitting therefore does not describe a room-temperature vapour. At 10 K the excited fractions are below $10^{-5}$ for this barrier, but tetramethylgermanium is then a solid, and its packing can change the barrier.

\section{Variations}

\subsection{At what barrier is the ratio ten?}

With no barrier the levels are $Fm^2$. The A state has $m=0$ and the E pair $m=\pm1$, so $\Delta=F$ and the ratio is $F_H/F_D=1.9985$. The tenfold reduction thus needs a barrier. Since $g\propto\sqrt V$, setting (\ref{ratio}) equal to ten gives
\begin{equation}
4.801\sqrt{\frac{V}{400\ \mathrm{cm^{-1}}}}=\ln\frac{10}{1.189}=2.129,
\end{equation}
or $V\approx79\ \mathrm{cm^{-1}}$. There $g_H$ is only about 4, so the formula is rough; diagonalization gives 86.1 cm$^{-1}$. The computed ratio rises at every step of a scan from 0 to 800 cm$^{-1}$ in steps of 25 cm$^{-1}$.

The fixed barrier is a separate condition. If CH$_3$ keeps 400 cm$^{-1}$ and only the CD$_3$ barrier is lowered, the ratio falls to ten at 268.8 cm$^{-1}$, a reduction of one third.

\subsection{What if the frame can recoil?}

Let the frame have inertia $I_f$ about the same axis, and let the total angular momentum about it vanish. Then $I\omega_t+I_f\omega_f=0$, and the relative rate is $\omega=\omega_t-\omega_f=\omega_t(1+I/I_f)$. The kinetic energy is
\begin{equation}
\frac12I\omega_t^2+\frac12I_f\omega_f^2
=\frac12I\omega_t^2\left(1+\frac I{I_f}\right)
=\frac12\,\frac{I}{1+I/I_f}\,\omega^2 ,
\end{equation}
so $F$ is replaced by $F(1+I/I_f)$.

For tetramethylgermanium with one ligand deuterated, treat the other three methyls as undeuterated point masses at a rough Ge--C distance of 1.95 \AA. Then $I_f=152.3\ \mathrm{u\,\AA^2}$, and $F$ rises by 2.1\% for CH$_3$ and 4.2\% for CD$_3$. Diagonalization gives 320 and 2.83 MHz, a ratio of 113. The heavier top gains more, both because its $F$ changes more and because its splitting is more sensitive to $F$. The hydrogens place each methyl's centre of mass farther from the axis than its carbon, and by the parallel-axis theorem the methyl's inertia about its own centre of mass must be added. Point masses at the carbon positions therefore understate $I_f$, and this estimate overstates the recoil: with all twelve atoms of the three methyls in place, $I_f=170.1\ \mathrm{u\,\AA^2}$, and the splittings are 316 and 2.73 MHz, a ratio of 116.

These numbers hold only for zero angular momentum about the axis. If the top carries $m\hbar$ and the whole molecule $K\hbar$, the kinetic energy is $Fm^2+F_f(K-m)^2$ with $F_f=\hbar^2/(2I_f)$. This equals $(F+F_f)(m-\rho K)^2$ plus a constant, with $\rho=I/(I+I_f)$. The Bloch phases in (\ref{band}) are then shifted by $2\pi\rho K/3$, and the two E states separate. With the point-mass frame and $K=10$ they lie 214 and 368 MHz above A for CH$_3$, and 0.67 and 3.10 MHz above A for CD$_3$. A rotating molecule therefore has no single splitting and no single isotope ratio.

\section*{Computed results}
\begin{verbatim}
barrier V = 400 cm^-1, bond = 1.09 angstrom
1 cm^-1 = 29979.25 MHz
CH3: I = 3.1931 u angstrom^2
CH3: F = 5.2795 cm^-1, g = 8.7043, 4g/3 = 11.6058
CH3: harmonic E0 = 68.93 cm^-1
CH3: E_A = 65.806532 cm^-1, E_E = 65.815961 cm^-1
CH3: splitting = 282.7 MHz = 1.17 ueV
CH3: splitting by shooting = 282.7 MHz
CH3: asymptotic splitting = 307.1 MHz
CH3: asymptotic/numerical = 1.0865
CH3: barrier-top psi_A numeric/formula = 1.0092
CH3: dlnDelta/dlnF = 6.006, dlnDelta/dlnV = -5.006
CH3: first A-A excitation = 124.83 cm^-1
CH3: excited E-A splitting = -1.005e+04 MHz
CH3: excited fraction at 10 K = 1.64e-08
CH3: excited fraction at 300 K = 0.585
CD3: I = 6.3812 u angstrom^2
CD3: F = 2.6418 cm^-1, g = 12.3050, 4g/3 = 16.4067
CD3: harmonic E0 = 48.76 cm^-1
CD3: E_A = 47.224336 cm^-1, E_E = 47.224403 cm^-1
CD3: splitting = 2.007 MHz = 0.0083 ueV
CD3: splitting by shooting = 2.007 MHz
CD3: asymptotic splitting = 2.124 MHz
CD3: asymptotic/numerical = 1.0585
CD3: barrier-top psi_A numeric/formula = 1.0055
CD3: dlnDelta/dlnF = 8.423, dlnDelta/dlnV = -7.423
CD3: first A-A excitation = 91.14 cm^-1
CD3: excited E-A splitting = -110.4 MHz
CD3: excited fraction at 10 K = 2.02e-06
CD3: excited fraction at 300 K = 0.68
numerical/asymptotic at g = 10, 14, 18: 0.9313, 0.9516, 0.9627
extrapolated to infinite g: 0.9997
ratio CH3/CD3 = 140.88
ratio formula = 1.1890 x 121.63 = 144.61
ratio at zero barrier = 1.9985
common barrier where ratio is 10 = 86.1 cm^-1
CD3-only barrier where ratio is 10 = 268.8 cm^-1
frame: Ge-C = 1.95 angstrom, I = 152.3 u angstrom^2
changed models: CH3, CD3 splittings and ratio
frame recoil: 320, 2.825 MHz, ratio 113.3
V6 = +8 cm^-1: 262.1, 1.756 MHz, ratio 149.3
V6 = -8 cm^-1: 304.8, 2.294 MHz, ratio 132.9
C-D shorter by 0.005 angstrom: 282.7, 2.168 MHz, ratio 130.4
V = 360 cm^-1: 471.4, 4.289 MHz, ratio 109.9
V = 440 cm^-1: 173.1, 0.9704 MHz, ratio 178.3
\end{verbatim}
